# Mirror reflections acting on spin one-half, part 2

A plane mirror through the origin has unit normal $\mathbf n$ and acts on vectors as $M_{\mathbf n}\mathbf v=\mathbf v-2\mathbf n(\mathbf n\cdot\mathbf v)$. The problem is what it does to an electron spin, and what follows for mirror-symmetric systems. Atomic units are used, with $\hbar=1$ and $\mathbf S=\boldsymbol\sigma/2$, where $\boldsymbol\sigma$ contains the Pauli matrices. For ordinary vectors $\mathbf a$ and $\mathbf b$,

$$(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=\mathbf a\cdot\mathbf b+i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma .\tag{1}$$

Rotations are active, and positive angles follow the right-hand rule. A rotation by $\theta$ about $\mathbf n$ acts on spinors as

$$D_{\mathbf n}(\theta)=\cos\frac\theta2-i\,\mathbf n\cdot\boldsymbol\sigma\,\sin\frac\theta2 .\tag{7}$$

The mirror is inversion times a half turn about $\mathbf n$. With inversion represented by 1 on spinors, it is $U_{\mathbf n}=-i\,\mathbf n\cdot\boldsymbol\sigma$, so $U_{\mathbf n}^2=-1$. Spinors with spin along $\pm\mathbf n$ have eigenvalues $\mp i$. A different inversion phase $\eta$, with $|\eta|=1$, multiplies $U_{\mathbf n}$ by $\eta$ and makes the square $-\eta^2$.

Part (f) showed that the spin vector $\mathbf s=\langle\boldsymbol\sigma\rangle$ becomes

$$\mathbf s'=2\mathbf n(\mathbf n\cdot\mathbf s)-\mathbf s=-M_{\mathbf n}\mathbf s .\tag{12}$$

The component along $\mathbf n$ is kept and the in-plane part, marked $\perp$, flips. Orbital angular momentum $\mathbf L=\mathbf r\times\mathbf p$ obeys the same rule. With $r_n$ and $p_n$ the components of $\mathbf r$ and $\mathbf p$ along $\mathbf n$,

$$\mathbf r\times\mathbf p=\mathbf n\times(r_n\mathbf p_\perp-\mathbf r_\perp p_n)+\mathbf r_\perp\times\mathbf p_\perp .\tag{13}$$

The numerical example of part (e) has $\mathbf n=(1,2,2)/3$ and a spinor pointing along polar angle $60^\circ$ and azimuth $30^\circ$, with components $(0.8660,\,0.4330+0.2500i)$. One reflection gives $(-0.2053-0.8884i,\,0.4107)$.

### (g) The numerical spin vector

Apply the rule to the spinor of part (e), and check it against the reflected spinor itself.

**Solution.** The original spin vector is $\mathbf s=(0.7500,0.4330,0.5000)$. Its component along the normal is

$$\mathbf n\cdot\mathbf s=\frac{0.7500+2(0.4330)+2(0.5000)}3=0.8720 .$$

Equation (12) then gives

$$\mathbf s'=2(0.8720)\,\frac{(1,2,2)}3-(0.7500,0.4330,0.5000)=(-0.1687,0.7297,0.6627).$$

For a spinor with components $\alpha$ and $\beta$, the Pauli matrices give $s_x=2\,\mathrm{Re}(\alpha^*\beta)$, $s_y=2\,\mathrm{Im}(\alpha^*\beta)$ and $s_z=|\alpha|^2-|\beta|^2$. With $\alpha=-0.2053-0.8884i$ and $\beta=0.4107$ this gives the same vector, up to one unit in the last digit from rounding.

The in-plane part changes from $(0.4593,-0.1483,-0.0813)$ to $(-0.4593,0.1483,0.0813)$. The normal component remains $0.8720$. For a tilted mirror the Cartesian components do not simply keep or change sign: here $s_y$ grows from $0.4330$ to $0.7297$. The sign rule applies to components along and across $\mathbf n$.

### (h) Two mirrors

Let a second mirror have normal $\mathbf b$ and the first have normal $\mathbf a$, with an angle $\gamma$ between the normals. Find $U_{\mathbf a}U_{\mathbf b}$ and decide what happens when the order is exchanged. What follows for energy levels when the normals are perpendicular?

**Solution.** From equation (1),

$$U_{\mathbf a}U_{\mathbf b}=(-i)^2(\mathbf a\cdot\boldsymbol\sigma)(\mathbf b\cdot\boldsymbol\sigma)=-\mathbf a\cdot\mathbf b-i(\mathbf a\times\mathbf b)\cdot\boldsymbol\sigma .$$

For normals that are not parallel, write $\mathbf b\times\mathbf a=\mathbf c\sin\gamma$ with a unit vector $\mathbf c$. Then $\mathbf a\times\mathbf b=-\mathbf c\sin\gamma$ and

$$U_{\mathbf a}U_{\mathbf b}=-(\cos\gamma-i\,\mathbf c\cdot\boldsymbol\sigma\,\sin\gamma)=-D_{\mathbf c}(2\gamma),\tag{14}$$

by equation (7). Two reflections make a rotation by twice the angle between the normals, with an additional sign on spinors. The spin vector follows the same rotation as a displacement, since the two minus signs in $(-M_{\mathbf a})(-M_{\mathbf b})$ cancel.

Exchanging the order reverses the cross product and keeps the scalar product. Adding both orders,

$$U_{\mathbf a}U_{\mathbf b}+U_{\mathbf b}U_{\mathbf a}=-2\,\mathbf a\cdot\mathbf b .\tag{15}$$

For perpendicular normals the right side vanishes and the two mirrors anticommute, although the reflections of vectors commute. A phase $\eta$ multiplies both products by $\eta^2$ and cannot remove the relative sign. Unlike the square of one mirror, this anticommutation is independent of the inversion phase.

Now suppose that a one-electron Hamiltonian is symmetric under both mirrors, acting on position and spin together. Their spatial parts commute and their spin parts anticommute, so the complete operators anticommute. A nondegenerate eigenstate would be an eigenstate of both, with eigenvalues $\lambda$ and $\mu$. Anticommutation would require $\lambda\mu=-\lambda\mu$, which is impossible for numbers of modulus 1. Every level is therefore at least doubly degenerate.

### (i) Position and spin together

Write the mirror for a two-component wave function $\Psi(\mathbf r)$. Determine whether the spin–orbit operator $\mathbf L\cdot\mathbf S$ is preserved when position and spin are both reflected, and when position alone is reflected.

**Solution.** An active reflection moves the value at $M_{\mathbf n}\mathbf r$ to the point $\mathbf r$, because $M_{\mathbf n}^{-1}=M_{\mathbf n}$. The spinor is transformed as well:

$$(\mathcal M\Psi)(\mathbf r)=U_{\mathbf n}\Psi(M_{\mathbf n}\mathbf r),\qquad \mathcal M^2=U_{\mathbf n}^2=-1 .\tag{16}$$

Let $O$ be the spatial part, $(Of)(\mathbf r)=f(M_{\mathbf n}\mathbf r)$. Multiplying $Of$ by $\mathbf r$ and applying $O^{-1}=O$ gives $(M_{\mathbf n}\mathbf r)f(\mathbf r)$. The chain rule gives the same for the gradient, since $M_{\mathbf n}$ is a symmetric matrix. Thus

$$O^{-1}\mathbf rO=M_{\mathbf n}\mathbf r,\qquad O^{-1}\mathbf pO=M_{\mathbf n}\mathbf p .$$

Equation (13) keeps $\mathbf r$ to the left of $\mathbf p$, so it also holds for operators, and $O^{-1}\mathbf LO=-M_{\mathbf n}\mathbf L$. By part (f) the spin obeys $U_{\mathbf n}^{-1}\mathbf SU_{\mathbf n}=-M_{\mathbf n}\mathbf S$. The matrix $-M_{\mathbf n}$ is orthogonal and preserves scalar products:

$$\mathcal M^{-1}(\mathbf L\cdot\mathbf S)\mathcal M=(-M_{\mathbf n}\mathbf L)\cdot(-M_{\mathbf n}\mathbf S)=\mathbf L\cdot\mathbf S .$$

If position alone is reflected, the in-plane part of $\mathbf L$ flips while that of $\mathbf S$ does not:

$$O^{-1}(\mathbf L\cdot\mathbf S)O-\mathbf L\cdot\mathbf S=-2\,\mathbf L_\perp\cdot\mathbf S_\perp .\tag{17}$$

The symmetry is lost. In a p shell the size of the failure can be found from the Frobenius norm, the square root of the sum of squared moduli of all matrix elements. There $\mathrm{Tr}\,L_iL_j=2\delta_{ij}$ and $\mathrm{Tr}\,S_iS_j=\delta_{ij}/2$. The two in-plane directions contribute $2\times2\times\tfrac12=2$ to the squared norm of $\mathbf L_\perp\cdot\mathbf S_\perp$, so the commutator of $O$ with $\mathbf L\cdot\mathbf S$ has norm $2\sqrt2=2.8284$. The numerical value agrees, and the joint reflection gives zero. For a spin-independent Hamiltonian the distinction is not needed, since $O$ can then be a symmetry by itself.

### (j) Spin of a mirror-symmetric state

Suppose $\mathcal M$ commutes with $H$. What can be said about the spin of a nondegenerate eigenstate? Which directions of a uniform magnetic field preserve the mirror?

**Solution.** If $H\Psi=E\Psi$, then $\mathcal M\Psi$ has the same energy. Without degeneracy it must be $\lambda\Psi$, and $\mathcal M^2=-1$ gives $\lambda=\pm i$. The phase cancels in an expectation value, so

$$\langle\mathbf S\rangle=\langle\mathcal M\Psi|\mathbf S|\mathcal M\Psi\rangle=2\mathbf n(\mathbf n\cdot\langle\mathbf S\rangle)-\langle\mathbf S\rangle .$$

The in-plane part equals its own negative and vanishes:

$$\langle\mathbf S\rangle_\perp=0 .\tag{18}$$

This concerns the total spin. The local spin density can have in-plane parts, which are opposite at mirror-related points and cancel in the integral. In a degenerate level, states with $\lambda=i$ and $\lambda=-i$ may be superposed, and the total spin can then tilt into the plane.

A uniform field $\mathbf B$ enters, to first order and with spin factor 2, as $\mu_B\mathbf B\cdot(\mathbf L+2\mathbf S)$. The mirror changes both angular momenta by $-M_{\mathbf n}$, which can be moved onto the field because it is symmetric. The term is preserved if $-M_{\mathbf n}\mathbf B=\mathbf B$, that is, if $\mathbf B$ has no in-plane component. A field along $\mathbf n$ respects the mirror.

### (k) A p-shell model

One electron occupies a model p shell with

$$H=\xi\,\mathbf L\cdot\mathbf S+\varepsilon_t|t\rangle\langle t|+\varepsilon_n|n\rangle\langle n|+b\,\mathbf m\cdot(\mathbf L+2\mathbf S).$$

Here $|t\rangle$ and $|n\rangle$ are p orbitals along $\mathbf t=(2,1,-2)/3$ and $\mathbf n=(1,2,2)/3$. The orbital $|u\rangle$ along $\mathbf u=\mathbf n\times\mathbf t$ has zero crystal-field energy. The chosen parameters are $\xi=0.02$, $\varepsilon_t=0.05$, $\varepsilon_n=0.10$ and $b=\mu_BB=0.005$ hartree. These are model values; this $b$ corresponds to a field of about $2350$ T, far above laboratory fields, and serves only to separate the levels clearly. Compare fields along $\mathbf m=\mathbf n$ and $\mathbf m=\mathbf t$.

**Solution.** Since $\mathbf n\cdot\mathbf t=0$, the mirror keeps $|t\rangle$ and $|u\rangle$ and reverses $|n\rangle$. The projectors are unchanged, so the crystal field respects the mirror.

With the field along $\mathbf n$, $\mathcal M$ commutes with $H$. The smallest level gap is $0.0058$ hartree, so no level is degenerate. All six eigenstates have zero in-plane spin, as equation (18) requires. The ground state has energy $-0.00658$ hartree and $\langle\mathbf S\rangle\cdot\mathbf n=-0.4902$.

The spin falls short of $\tfrac12$ because spin–orbit coupling mixes in the opposite spin. Arrows denote spin along $\pm\mathbf n$. The state $|u\downarrow\rangle$ has mirror eigenvalue $i$, and so do $|t\downarrow\rangle$ and $|n\uparrow\rangle$; only these three can mix. If $w$ is the weight of $|n\uparrow\rangle$, then $\langle\mathbf S\rangle\cdot\mathbf n=-\tfrac12+w$, and the result implies $w=0.0098$. The coupling of $|u\downarrow\rangle$ to $|n\uparrow\rangle$ has magnitude $\xi/2$, and their energies differ by $\varepsilon_n+2b$ before mixing. Leading-order perturbation theory gives

$$w\approx\left(\frac{0.01}{0.11}\right)^2=0.0083,$$

which accounts for most of the reduction. The rest comes from the indirect path through $|t\downarrow\rangle$. That state couples to $|u\downarrow\rangle$ with magnitude $|b-\xi/2|=0.005$ hartree and to $|n\uparrow\rangle$ with magnitude $\xi/2$, and it has weight $0.0132$ in the ground state. Without it, the exact two-state problem gives only $w=0.0081$.

With the field along $\mathbf t$, the commutator of $\mathcal M$ with $H$ has norm $0.0316$ hartree. The ground state has energy $-0.00705$ hartree and an in-plane spin of length $0.4715$. Its component along $\mathbf n$ is zero for a separate reason: the mirror with normal $\mathbf t$ is now a symmetry, and equation (18) applied to that mirror allows spin along $\mathbf t$ alone. Breaking the mirror with normal $\mathbf n$ permits spin in its plane, and here the surviving mirror with normal $\mathbf t$ fixes the line along which that spin lies.

If the field is removed, the mirrors with normals $\mathbf n$ and $\mathbf t$ are both symmetries. By part (h) the levels are then at least doubly degenerate (time reversal, also a symmetry of this model without the field, enforces the same pairing), and the symmetry no longer selects a spin direction within a level. The numerical output lists the values for both fields.

## Computed values

```
Dimension of matrices commuting with all sigma: 1
Mirror normal n: (0.3333, 0.6667, 0.6667)
Spinor polar, azimuthal angle (degrees): 60.0 30.0
U = exp(-i pi n.sigma/2), row 1: (0.0000-0.6667i, -0.6667-0.3333i)
U = exp(-i pi n.sigma/2), row 2: (0.6667-0.3333i, 0.0000+0.6667i)
Spinor before: (0.8660+0.0000i, 0.4330+0.2500i)
Spinor after one reflection: (-0.2053-0.8884i, 0.4107+0.0000i)
Spinor after two reflections: (-0.8660+0.0000i, -0.4330-0.2500i)
Overlap of original with twice reflected: -1.0000
<sigma> before: (0.7500, 0.4330, 0.5000)
<sigma> after: (-0.1687, 0.7297, 0.6627)
Component along n before, after: (0.8720, 0.8720)
In-plane part before: (0.4593, -0.1483, -0.0813)
In-plane part after: (-0.4593, 0.1483, 0.0813)
Mirror x -> -x: signs of s_x, s_y, s_z: +1 -1 -1
Mirror y -> -y: signs of s_x, s_y, s_z: -1 +1 -1
Mirror z -> -z: signs of s_x, s_y, s_z: -1 -1 +1
Inversion phase 1: mirror squared = -1.0
Inversion phase -1: mirror squared = -1.0
Inversion phase i: mirror squared = +1.0
Inversion phase -i: mirror squared = +1.0
Norm of [mirror, L.S], orbit and spin reflected: 0.0000
Norm of [mirror, L.S], orbit alone reflected: 2.8284
p-shell mirror eigenvalues: number of +i, -i: 3 3
Spin-orbit coupling (hartree): 0.02
Crystal-field energies along t, n (hartree): 0.05 0.1
Field energy mu_B B (hartree): 0.005
In-plane axis t: (0.6667, 0.3333, -0.6667)
Field along n: ground energy (hartree): -0.006582
Field along n: smallest level gap (hartree): 0.005832
Field along n: norm of [mirror, H] (hartree): 0.000000
Field along n: ground <S> along n (hbar): -0.4902
Field along n: ground in-plane |<S>| (hbar): 0.0000
Field along n: largest in-plane |<S>|, six states (hbar): 0.0000
Field along t: ground energy (hartree): -0.007047
Field along t: smallest level gap (hartree): 0.006948
Field along t: norm of [mirror, H] (hartree): 0.031623
Field along t: ground <S> along n (hbar): 0.0000
Field along t: ground in-plane |<S>| (hbar): 0.4715
Field along t: largest in-plane |<S>|, six states (hbar): 0.4819
```
